# Two-pulse echo modulation for one electron and one spin-1/2 nucleus

**Q.** A \(\pi\) pulse reverses the phase that a static interaction has built up, so that an equal second delay cancels it. The hyperfine coupling is static. Why should the echo in the sequence \(\pi/2-\tau-\pi-\tau-\)echo depend on it?

**A.** The cancellation requires the electron to precess at the same frequency in both delays, apart from the reversal. A nucleus can spoil this if its quantization axis depends on the electron state. To see when that happens we need the Hamiltonian.

Take an electron \(S=1/2\) and a nucleus \(I=1/2\) in a field along \(z\):

\[
H_{\rm full}/\hbar=\omega_S S_z+\omega_I I_z+\sum_{ij}S_i\,\mathcal A_{ij}\,I_j .
\]

All \(\omega\) and all couplings are angular frequencies. Terms with \(S_x\) and \(S_y\) connect electron states separated by about \(\omega_S\), so they change the eigenstates by amounts of order \(|\mathcal A|/\omega_S\) and, in second order, shift the levels by amounts of order \(|\mathcal A|^2/\omega_S\). For \(\omega_S\) much larger than the couplings and \(\omega_I\), and for delays short enough that \(|\mathcal A|^2\tau/\omega_S\ll1\), we drop them. What remains is \(S_z(\mathcal A_{zx}I_x+\mathcal A_{zy}I_y+\mathcal A_{zz}I_z)\). We turn the nuclear \(x\) axis about \(z\) until \(\mathcal A_{zy}=0\), and write \(A=\mathcal A_{zz}\), \(B=\mathcal A_{zx}\). In the frame rotating at the microwave frequency,

\[
H/\hbar=\Omega S_z+\omega_I I_z+A S_zI_z+B S_zI_x ,
\]

where \(\Omega\) is the electron's offset from the microwave frequency.

**Q.** Where would a term \(S_zI_x\) come from physically?

**A.** From an anisotropic coupling whose axis is tilted from the field. Let \(\mathcal A_{ij}=a\,\delta_{ij}+T(3n_in_j-\delta_{ij})\), with isotropic part \(a\), dipolar strength \(T\) and axis \(\mathbf n=(\sin\theta,0,\cos\theta)\). The \(z\) row gives

\[
A=a+T(3\cos^2\theta-1),\qquad B=3T\sin\theta\cos\theta .
\]

So \(B\) vanishes when the axis is parallel or perpendicular to the field.

**Q.** And how does \(B\) make the nuclear axis depend on the electron?

**A.** Since \(S_z\) is conserved, insert \(S_z=+1/2\) (state \(\alpha\)) and \(S_z=-1/2\) (state \(\beta\)):

\[
H_\alpha/\hbar=+\tfrac{\Omega}{2}+\left(\omega_I+\tfrac A2\right)I_z+\tfrac B2I_x,
\]
\[
H_\beta/\hbar=-\tfrac{\Omega}{2}+\left(\omega_I-\tfrac A2\right)I_z-\tfrac B2I_x .
\]

Each nuclear part is a precession about a fixed axis, \(\omega_\alpha\,\mathbf n_\alpha\!\cdot\mathbf I\) or \(\omega_\beta\,\mathbf n_\beta\!\cdot\mathbf I\). The frequency is the length of the vector multiplying \(\mathbf I\):

\[
\omega_{\alpha,\beta}=\sqrt{\left(\omega_I\pm\tfrac A2\right)^2+\tfrac{B^2}{4}},
\]
\[
\mathbf n_\alpha=\frac{(B/2,\,0,\,\omega_I+A/2)}{\omega_\alpha},\qquad
\mathbf n_\beta=\frac{(-B/2,\,0,\,\omega_I-A/2)}{\omega_\beta}.
\]

The upper sign belongs to \(\alpha\). We take both frequencies nonzero; if one were zero, the nucleus would simply not precess in that electron state. In general the two axes are not parallel, and a pulse that flips the electron suddenly changes the axis about which the nucleus precesses.

**Q.** That is a picture. I want the echo amplitude, with the pulse phases and signs followed through.

**A.** Assume that the nucleus is unpolarized and uncorrelated with the electron at the start. The density matrix is then a multiple of the unit matrix plus a multiple of \(S_z\). The unit matrix is unchanged by any pulse or delay and gives no transverse signal, so we follow \(D=S_z\) and normalize at the end. Assume also that the pulses are instantaneous, so that they rotate the electron alone. A \(\pi/2\) pulse about \(x\) gives

\[
e^{-i\pi S_x/2}\,S_z\,e^{i\pi S_x/2}=-S_y .
\]

Write \(D\) in electron blocks, each a \(2\times2\) nuclear matrix. Since \(S_y\) has the blocks \((S_y)_{\alpha\beta}=-\tfrac i2\) and \((S_y)_{\beta\alpha}=+\tfrac i2\), times the nuclear unit matrix, we now have

\[
D_{\alpha\beta}=\tfrac i2,\qquad D_{\beta\alpha}=-\tfrac i2 .
\]

Let \(U_\alpha=e^{-i\omega_\alpha\tau\,\mathbf n_\alpha\cdot\mathbf I}\), and define \(U_\beta\) likewise. In a delay \(\tau\) the \(\alpha\) block of the propagator is \(e^{-i\Omega\tau/2}U_\alpha\) and the \(\beta\) block is \(e^{+i\Omega\tau/2}U_\beta\). Multiplying from the left by the propagator and from the right by its adjoint gives

\[
D_{\beta\alpha}(\tau)=-\tfrac i2\,e^{i\Omega\tau}\,U_\beta U_\alpha^\dagger .
\]

The \(\pi\) pulse is \(e^{-i\pi S_x}=-2iS_x\). Its phase factor cancels between the two sides of \(D\), and \(2S_x\) exchanges \(\alpha\) and \(\beta\). Hence the new \(D_{\alpha\beta}\) is the old \(D_{\beta\alpha}\). The second delay multiplies it by \(e^{-i\Omega\tau}U_\alpha\) on the left and \(U_\beta^\dagger\) on the right:

\[
D_{\alpha\beta}(2\tau)=-\tfrac i2\,W,\qquad W=U_\alpha U_\beta U_\alpha^\dagger U_\beta^\dagger .
\]

The other block is the adjoint, \(D_{\beta\alpha}=\tfrac i2W^\dagger\). The signal along \(y\) is

\[
\mathrm{Tr}(DS_y)=\mathrm{tr}\!\left[\left(-\tfrac i2W\right)\tfrac i2\right]+\mathrm{tr}\!\left[\tfrac i2W^\dagger\left(-\tfrac i2\right)\right]
=\tfrac14\left(\mathrm{tr}\,W+\mathrm{tr}\,W^\dagger\right).
\]

At \(\tau=0\), \(W\) is the unit matrix and this equals 1. The normalized echo is therefore

\[
V(\tau)=\tfrac12\,\mathrm{Re}\,\mathrm{tr}\,W .
\]

**Q.** The offset has disappeared. Is that a property of the whole signal after the second pulse?

**A.** No. If the second delay were \(t\) instead of \(\tau\), the factor \(e^{i\Omega(\tau-t)}\) would remain. A spread of offsets then averages the signal away except near \(t=\tau\). This is the ordinary refocusing, and it works for \(\Omega\). The nuclear factors do not cancel in the same way, because \(U_\alpha\) and \(U_\beta\) need not commute. If they commute, \(W=1\) and there is no modulation.

**Q.** Then evaluate the trace. Please do not just appeal to geometry.

**A.** Set \(M=2\mathbf n_\alpha\!\cdot\mathbf I\) and \(N=2\mathbf n_\beta\!\cdot\mathbf I\). For spin 1/2 these are traceless, with \(M^2=N^2=1\) and

\[
MN=\cos\chi+2i\,(\mathbf n_\alpha\times\mathbf n_\beta)\cdot\mathbf I,\qquad \cos\chi=\mathbf n_\alpha\!\cdot\mathbf n_\beta ,
\]

where \(\chi\) is the angle between the axes. Because \(M^2=1\), the exponential series splits into even and odd parts:

\[
U_\alpha=c_\alpha-is_\alpha M,\qquad c_\alpha=\cos\tfrac{\omega_\alpha\tau}{2},\quad s_\alpha=\sin\tfrac{\omega_\alpha\tau}{2},
\]

and similarly \(U_\beta=c_\beta-is_\beta N\). Group the last three factors of \(W\):

\[
U_\beta U_\alpha^\dagger U_\beta^\dagger=c_\alpha+is_\alpha M',\qquad M'=U_\beta MU_\beta^\dagger .
\]

\(M'\) is traceless, as \(M\) is, so the terms linear in \(M\) or \(M'\) drop out:

\[
\tfrac12\mathrm{tr}\,W=\tfrac12\mathrm{tr}\left[(c_\alpha-is_\alpha M)(c_\alpha+is_\alpha M')\right]
=c_\alpha^2+s_\alpha^2\,\tfrac12\mathrm{tr}(MM').
\]

Next expand \(M'\):

\[
M'=(c_\beta-is_\beta N)M(c_\beta+is_\beta N)=c_\beta^2M+s_\beta^2NMN-is_\beta c_\beta(NM-MN).
\]

Multiply by \(M\) and take half the trace. The first term gives \(c_\beta^2\). The last gives zero, because \(\mathrm{tr}(MNM)=\mathrm{tr}(MMN)\) by cyclic order. The middle one needs \(\tfrac12\mathrm{tr}(MNMN)\). Squaring the expression for \(MN\), and using \(|\mathbf n_\alpha\times\mathbf n_\beta|=\sin\chi\), we get

\[
(MN)^2=\cos^2\chi-\sin^2\chi+(\text{traceless}),
\]

so half its trace is \(1-2\sin^2\chi\). Thus

\[
\tfrac12\mathrm{tr}(MM')=c_\beta^2+s_\beta^2(1-2\sin^2\chi)=1-2s_\beta^2\sin^2\chi ,
\]

and, with \(c_\alpha^2+s_\alpha^2=1\),

\[
V(\tau)=1-2\sin^2\chi\;\sin^2\frac{\omega_\alpha\tau}{2}\;\sin^2\frac{\omega_\beta\tau}{2}.
\]

The trace came out real, so taking the real part removed nothing.

**Q.** What is \(\sin^2\chi\) in terms of the couplings?

**A.** Both axes lie in the \(xz\) plane, so their cross product has a \(y\) component alone:

\[
(\mathbf n_\alpha\times\mathbf n_\beta)_y=\frac{(\omega_I+\frac A2)(-\frac B2)-\frac B2(\omega_I-\frac A2)}{\omega_\alpha\omega_\beta}=-\frac{B\omega_I}{\omega_\alpha\omega_\beta}.
\]

The terms in \(AB\) cancel. The square is the depth parameter,

\[
k\equiv\sin^2\chi=\left(\frac{B\,\omega_I}{\omega_\alpha\omega_\beta}\right)^2 .
\]

**Q.** I was told that the spectrum has sum and difference frequencies "of opposite phase". Your product of squared sines shows neither.

**A.** They appear on expansion. With \(2\sin^2(x/2)=1-\cos x\),

\[
2s_\alpha^2s_\beta^2=\tfrac12\left(1-\cos\omega_\alpha\tau\right)\left(1-\cos\omega_\beta\tau\right)
\]
\[
=\tfrac12\left[1-\cos\omega_\alpha\tau-\cos\omega_\beta\tau+\cos\omega_\alpha\tau\cos\omega_\beta\tau\right].
\]

The last product is \(\tfrac12[\cos(\omega_\alpha+\omega_\beta)\tau+\cos(\omega_\alpha-\omega_\beta)\tau]\). Taking out a factor \(\tfrac14\),

\[
V(\tau)=1-\frac k4\Big[2-2\cos\omega_\alpha\tau-2\cos\omega_\beta\tau+\cos(\omega_\alpha+\omega_\beta)\tau+\cos(\omega_\alpha-\omega_\beta)\tau\Big].
\]

**Q.** Then the sum and the difference have the same sign.

**A.** Yes. The phrase has to be read as "opposite to the basic frequencies". The cosines at \(\omega_\alpha\) and \(\omega_\beta\) have amplitude \(+k/2\) each; those at the sum and the difference have \(-k/4\) each. These signs refer to the origin \(\tau=0\). If a record starts at \(\tau_0\), each component begins with its own phase \(\omega\tau_0\), which must be removed before the signs can be compared.

**Q.** Why are there these four frequencies and no others, for example \(2\omega_\alpha\)?

**A.** Follow one electron coherence between a nuclear level \(a\) of the \(\alpha\) state and a level \(b\) of the \(\beta\) state. In the first delay it gains the phase \(-(E_a-E_b)\tau/\hbar\). The \(\pi\) pulse flips the electron and leaves the nuclear state as it was, but that state must now be expanded in the levels of the other electron state. The coherence can therefore continue between other levels \(b'\) and \(a'\), with phase \(-(E_{b'}-E_{a'})\tau/\hbar\). The total is

\[
-\left[(E_a-E_{a'})-(E_b-E_{b'})\right]\tau/\hbar .
\]

The first bracket is \(0\) or \(\pm\hbar\omega_\alpha\), the second \(0\) or \(\pm\hbar\omega_\beta\). This leaves a constant, the two basic frequencies, their sum and their difference.

**Q.** So the modulation needs the pulse to reach more than one transition?

**A.** It does, and \(k\) measures this. An electron flip between two nuclear states has a probability weight equal to their squared overlap. For the states polarized along \(+\mathbf n_\alpha\) and \(+\mathbf n_\beta\), the projectors \(\tfrac12(1+M)\) and \(\tfrac12(1+N)\) give

\[
\mathrm{tr}\left[\tfrac12(1+M)\,\tfrac12(1+N)\right]=\tfrac14(2+2\cos\chi)=\tfrac12(1+\cos\chi).
\]

For \(+\mathbf n_\alpha\) and \(-\mathbf n_\beta\) the weight is \(\tfrac12(1-\cos\chi)\). Call the larger weight \(P_a\) (allowed) and the smaller \(P_f\) (forbidden). Then

\[
4P_aP_f=(1+\cos\chi)(1-\cos\chi)=\sin^2\chi=k .
\]

If a pulse is so weak and long that it drives a single transition, then \(a'=a\) and \(b'=b\), and the phase above vanishes. The formula for \(V\) does not apply to such pulses: it assumes that all four electron transitions are excited.

**Q.** Give me numbers I can check by hand.

**A.** Take round model parameters, with \(\nu=\omega/2\pi\): \(\nu_I=5\) MHz, \(a=1\) MHz, \(T=2\) MHz (both as ordinary frequencies) and \(\theta=45^\circ\). Then

\[
\frac{A}{2\pi}=1+2\left(\tfrac32-1\right)=2\ \text{MHz},\qquad \frac{B}{2\pi}=3\cdot2\cdot\tfrac12=3\ \text{MHz},
\]
\[
\nu_\alpha=\sqrt{6^2+1.5^2}=6.185\ \text{MHz},\qquad \nu_\beta=\sqrt{4^2+1.5^2}=4.272\ \text{MHz}.
\]

The sum is 10.457 MHz and the difference 1.913 MHz. The factors of \(2\pi\) cancel in the depth:

\[
k=\frac{(3\cdot5)^2}{38.25\cdot18.25}=0.3223 .
\]

The weights agree: \(4\cdot0.9116\cdot0.0884=0.322\). The amplitudes are \(+0.161\) at each basic frequency and \(-0.081\) at the sum and at the difference. The same signed values are found by fitting an echo simulated with the full four-level density matrix, at frequencies taken from diagonalization.

At \(\tau=0.10\ \mu\text{s}\) the half-angles are \(\pi\nu_\alpha\tau=0.6185\,\pi\) and \(\pi\nu_\beta\tau=0.4272\,\pi\), with squared sines 0.868 and 0.949. So

\[
V=1-2(0.3223)(0.868)(0.949)=0.469,
\]

as in the simulation.

**Q.** How deep can the echo fall?

**A.** Both squared sines are at most 1, so \(V\ge1-2k\), here 0.3554. Equality needs \(\nu_\alpha\tau\) and \(\nu_\beta\tau\) to be half-integers at the same \(\tau\), which need not happen. On a grid of 0.01 \(\mu\)s below 20 \(\mu\)s the lowest simulated value is 0.3567, at \(\tau=7.84\ \mu\)s. There \(\nu_\alpha\tau=48.49\) and \(\nu_\beta\tau=33.49\), both close to half-integers.

**Q.** Does a larger field help, since \(\omega_I\) stands in the numerator of \(k\)?

**A.** It also stands in the denominator. The scalar product of the axes is

\[
\cos\chi=\frac{\omega_I^2-A^2/4-B^2/4}{\omega_\alpha\omega_\beta},\qquad 1-k=\cos^2\chi .
\]

For \(B\neq0\), full depth \(k=1\) requires perpendicular axes, that is \(\omega_I^2=(A^2+B^2)/4\). In the example this means \(|\nu_I|=\tfrac12\sqrt{4+9}=1.803\) MHz, well below the chosen 5 MHz.

On the high side, where \(|\omega_I|\) is much larger than \(|A|\) and \(|B|\), \(\omega_\alpha\omega_\beta\approx\omega_I^2\) and \(k\approx(B/\omega_I)^2\). Tripling the field at fixed couplings gives \(\nu_I=15\) MHz and \(k=0.0396\), against the estimate 0.0400. On the low side, at \(\omega_I=0\), the axes are antiparallel, the two rotations commute and the modulation vanishes. It also vanishes for \(B=0\), when both axes lie along the field direction.

**Q.** Could I see the coupling \(B\) at very short delays, before a full nuclear period?

**A.** Weakly. Replacing each sine by its argument gives

\[
1-V\approx2k\,\frac{\omega_\alpha^2\tau^2}{4}\,\frac{\omega_\beta^2\tau^2}{4}=\frac{B^2\omega_I^2\tau^4}{8}.
\]

The loss starts with the fourth power of \(\tau\). At 5 ns it is \(2.73\times10^{-5}\) in the simulation and \(2.74\times10^{-5}\) from this estimate.

**Q.** You have dropped terms and idealized pulses. How much did that cost?

**A.** For the dropped terms, the program propagates the full tensor, still with instantaneous pulses. On a grid of 0.025 \(\mu\)s for delays up to 3 \(\mu\)s, the largest deviation from the formula is \(4.1\times10^{-3}\) of the unmodulated echo at an electron frequency of 1 GHz, and \(4.1\times10^{-4}\) at 10 GHz. The tenfold drop shows an error proportional to \(1/\omega_S\). The mixing of the eigenstates is not its source: a single mixing step turns the electron coherence into population, which gives no transverse signal, so, for the starting state \(S_z\) used here, mixing enters only at order \((|\mathcal A|/\omega_S)^2\). This depends on the start: thermal equilibrium of the full Hamiltonian also contains terms \(S_xI_j\) of relative order \(|\mathcal A|/\omega_S\), which pass the \(\pi/2\) pulse about \(x\) as coherence and change the echo at first order, by about \(9\times10^{-4}\) at 1 GHz. The dropped terms, acting twice across the gap \(\hbar\omega_S\), also add nuclear terms, at most of order \(|\mathcal A|^2/\omega_S\), to \(H_\alpha/\hbar\) and \(H_\beta/\hbar\). These shift \(\omega_\alpha\) and \(\omega_\beta\), and the resulting phase error grows with \(\tau\), so the figures hold only for the delays tested.

For the pulses, the program compares the ideal case with a drive of strength 0.02 MHz tuned to one allowed transition. Over the same delays, the peak-to-peak variation divided by the mean echo is 0.77 for ideal pulses and 0.013 for the weak ones. At this drive strength the modulation is thus nearly gone, in line with the single-transition argument; the value 0.013 belongs to this strength and pulse length only, and it varies irregularly with them: drives of 0.019 and 0.021 MHz give 0.056 and 0.043. Such a residue need not be nuclear modulation, since with \(B=0\) the 0.019 MHz drive also gives 0.056, from off-resonant excitation of the other allowed line. Pulses between these limits need their own calculation.

The refocusing was checked too. For a Gaussian line of standard deviation 20 MHz and \(\tau=0.50\ \mu\)s, the averaged echo is 0.991, the value of the formula without offsets. A further 0.05 \(\mu\)s later the computed signal is about \(10^{-7}\). That residue is set by the program's cutting of the line at \(\pm100\) MHz; an uncut Gaussian would give a factor \(e^{-(2\pi\cdot20\cdot0.05)^2/2}\approx3\times10^{-9}\).

**Q.** What would still separate this from a measured trace?

**A.** Relaxation is absent, so the calculated modulation never decays. A polarized nucleus would replace the unit matrix in the first coherence block by \(1+2\mathbf p\cdot\mathbf I\). The trace becomes \(\mathrm{tr}[(1+2\mathbf p\cdot\mathbf I)\,U_\alpha^\dagger U_\beta^\dagger U_\alpha U_\beta]\). A product of spin-1/2 rotations has the form \(w_0-2i\,\mathbf w\cdot\mathbf I\) with real \(w_0\) and \(\mathbf w\), so the new term is purely imaginary: the signal along \(y\), and hence \(V\), is unchanged, and a modulated signal appears along \(x\). In a disordered sample \(\theta\) varies, so \(A\), \(B\), both frequencies and \(k\) vary with it, and \(V\) must be averaged over orientations. The formula describes one orientation of one electron–nucleus pair.

## Table of computed values

```
nuclear Zeeman frequency nu_I = 5.000 MHz
isotropic coupling a = 1.000 MHz
dipolar coupling T = 2.000 MHz
angle theta = 45.0 degrees
A/2pi = 2.000 MHz
B/2pi = 3.000 MHz
nu_alpha = 6.1847 MHz
nu_beta = 4.2720 MHz
sum frequency = 10.4567 MHz
difference frequency = 1.9127 MHz
allowed probability P_a = 0.91161
forbidden probability P_f = 0.08839
depth k = 0.32232
simulated cosine amplitude, constant: +0.83884
simulated cosine amplitude, nu_alpha: +0.16116
simulated cosine amplitude, nu_beta: +0.16116
simulated cosine amplitude, sum: -0.08058
simulated cosine amplitude, difference: -0.08058
tau = 0.05 us: V simulated 0.83006, formula 0.83006
tau = 0.10 us: V simulated 0.46936, formula 0.46936
tau = 0.20 us: V simulated 0.94229, formula 0.94229
tau = 0.50 us: V simulated 0.99095, formula 0.99095
tau = 1.00 us: V simulated 0.88982, formula 0.88982
lowest simulated V, tau below 20 us: 0.35667
  reached at tau = 7.84 us
lower bound 1 - 2k = 0.35536
nu_I for full depth = 1.8028 MHz, k there = 1.00000
k at nu_I = 15.0 MHz: 0.03955
weak-coupling estimate (B/omega_I)^2 there: 0.04000
1 - V at tau = 5.0 ns: 2.7269e-05
quartic estimate there: 2.7396e-05
largest formula error, random cases: 5.8e-14
line-averaged echo, tau = 0.50 us: 0.99095
line-averaged signal 0.05 us later: 1.3e-07
high-field error at nu_S = 1 GHz: 4.1e-03
high-field error at nu_S = 10 GHz: 4.1e-04
soft-pulse strength nu_1 = 0.020 MHz
peak-to-peak/mean of echo, hard pulses: 0.766
peak-to-peak/mean of echo, soft pulses: 0.0128
```
